# Inhibitor–metal charge transfer with the work function as metal electronegativity, part 2

A molecule touches a large piece of metal, and the question is how many electrons it donates and how far a simple quadratic model can be trusted. The molecule has vertical ionisation energy \(I\), electron affinity \(A\), electronegativity \(\chi=(I+A)/2\) and hardness \(\eta=(I-A)/2\). The metal has work function \(\Phi\) and zero hardness. Write \(\delta=\Phi-\chi\), and let \(q\) be the number of electrons donated to the metal, so that the molecule carries the charge \(+qe\), with \(e>0\) the elementary charge. Energies are in eV, measured from the separate neutral bodies. With the interaction energy between the bodies left out, the model energy and its minimum are

\[
E(q)=-\delta q+\eta q^2,\qquad
\Delta N=\frac{\delta}{2\eta},\qquad
\Delta E=-\frac{\delta^2}{4\eta}. \tag{15}
\]

A positive \(\Delta N\) means donation to the metal. Its sensitivity to the molecular inputs is

\[
\frac{\partial\Delta N}{\partial I}
=\frac{-(I-A)-(2\Phi-I-A)}{2(I-A)^2}=-\frac{\Phi-A}{(I-A)^2},
\]
\[
\frac{\partial\Delta N}{\partial A}
=\frac{-(I-A)+(2\Phi-I-A)}{2(I-A)^2}=-\frac{I-\Phi}{(I-A)^2}. \tag{14}
\]

For separate bodies, donating one electron costs \(I-\Phi\) and accepting one costs \(\Phi-A\). When \(A<\Phi<I\), both costs are positive and no electrons are transferred at zero temperature. The fractional transfer in (15) is therefore an assumption about the molecule in contact with the metal.

The illustrative example has \(I=8.5\), \(A=-0.5\), \(\Phi=4.8\), \(\chi=4.0\), \(\eta=4.5\) and \(\delta=0.8\), all in eV. It gives \(\Delta N=0.089\), \(\Delta E=-0.036\) eV, \(I-\Phi=3.7\) eV and \(\Phi-A=5.3\) eV. At 298.15 K, \(k_{\rm B}T=0.0257\) eV. Each correction is estimated with the other inputs held fixed.

The numerical output at the end also covers finite metals, namely spheres of radius \(R\) and chains of sites, whose electronegativity and hardness are \(\chi_{\rm M}\) and \(\eta_{\rm M}\).

### Electronic coupling allows a fractional transfer

In contact, electrons can move between the molecule and the metal, and the ground state is a quantum superposition of charge states. The smallest model that shows this has three states: one electron donated, neutral, and one electron accepted. Let their amplitudes be \(c_+\), \(c_0\) and \(c_-\), and let neighbouring states be coupled by \(-t\) with \(t>0\). Each charge state is coupled to one state of the metal, and the two couplings are taken as equal. The equations for an energy \(\mathcal E\) are

\[
(I-\Phi)c_+-tc_0=\mathcal E c_+,
\]
\[
-tc_+-tc_-=\mathcal E c_0,
\]
\[
(\Phi-A)c_--tc_0=\mathcal E c_-. \tag{18}
\]

Take \(A<\Phi<I\). The neutral state by itself has energy zero, and the coupling mixes it with the others, so the ground state has \(\mathcal E<0\). Then \(I-\Phi-\mathcal E\) and \(\Phi-A-\mathcal E\) are both positive, and the first and third equations can be solved:

\[
c_+=\frac{t\,c_0}{I-\Phi-\mathcal E},\qquad
c_-=\frac{t\,c_0}{\Phi-A-\mathcal E}. \tag{19}
\]

The amplitude \(c_0\) is not zero, because otherwise all three would vanish. For normalised amplitudes the mean donation is \(\bar q=c_+^2-c_-^2\). It is positive when the first denominator is the smaller one, that is, when \(I-\Phi<\Phi-A\). This is equivalent to \(2\Phi>I+A\), or \(\Phi>\chi\). The direction of transfer in this model therefore agrees with (15) for every \(t>0\) within the stated range of \(\Phi\).

The amount is a different matter. Inserting (19) into the second equation of (18) and dividing by \(c_0\) gives

\[
\mathcal E=-t^2\left[\frac1{I-\Phi-\mathcal E}+\frac1{\Phi-A-\mathcal E}\right]. \tag{20}
\]

For small \(t\), \(\mathcal E\) in the denominators can be dropped, and \(c_0^2\) can be set to one. With \(I-\Phi=\eta-\delta\) and \(\Phi-A=\eta+\delta\), the leading order is

\[
\mathcal E\simeq-t^2\left[\frac1{\eta-\delta}+\frac1{\eta+\delta}\right]
=-\frac{2\eta t^2}{\eta^2-\delta^2}, \tag{21}
\]
\[
\bar q\simeq t^2\left[\frac1{(\eta-\delta)^2}-\frac1{(\eta+\delta)^2}\right]
=\frac{4\eta\delta t^2}{(\eta^2-\delta^2)^2}. \tag{22}
\]

The last step uses \((\eta+\delta)^2-(\eta-\delta)^2=4\eta\delta\). The donation depends on the coupling, whereas \(\delta/(2\eta)\) does not. With equal couplings, the three-state model supports the sign given by the parabola but not a universal magnitude.

Unequal couplings can reverse even the sign. Let \(t_+\) couple the neutral state to the cation state and \(t_-\) couple it to the anion state. For weak coupling the donation is then \(t_+^2/(\eta-\delta)^2-t_-^2/(\eta+\delta)^2\). It is negative when \(t_-/t_+>(\eta+\delta)/(\eta-\delta)\), which is 1.43 in the example. This value belongs to a single metal state at the Fermi level. For a wide, flat band the weights are summed over the metal states, \(\int_0^\infty d\epsilon/(\epsilon+\eta\mp\delta)^2=1/(\eta\mp\delta)\), and the threshold falls to the square root of that ratio, 1.20. The orbitals that give and take electrons generally couple differently to a real metal, so the sign of \(\Phi-\chi\) alone does not settle the direction of transfer.

The three-state model also contains an energy that the parabola leaves out. At \(\delta=0\) the net transfer vanishes, yet (21) remains negative. Donation and acceptance mix into the neutral state in equal amounts, which lowers the energy without a net charge. This is the covalent part of the bond in this model.

For \(t=1\) eV, solving (18) for the example gives an energy of \(-0.418\) eV and a donation of 0.026. At \(\Phi=\chi=4.0\) eV, with the molecule and \(t\) unchanged, the energy is \(-0.408\) eV. Nearly all of the stabilisation is thus present without net transfer, and it is more than ten times the \(-0.036\) eV of the parabola. The value of \(t\) is an assumption for a strongly coupled contact; a weakly bound molecule has a smaller one. The three-state energy should not be added to \(\Delta E\), because both describe consequences of the same electronic contact.

### Electrostatic terms change the hardness

The charged molecule also interacts electrostatically with its surroundings. Represent the molecule by its net charge alone, in a linear medium with no permanent field. This energy is then proportional to the square of the charge. A permanent field, such as that of oriented water molecules, would add a term linear in the charge and so shift \(\chi\).

The molecule's own dipole does the same through its image in the metal. Let the dipole moment \(p\) be perpendicular to the surface, at height \(d\), and count it positive when its positive end points away from the metal. Its image is an equal dipole at distance \(2d\), whose potential at the molecule is \(p/[4\pi\varepsilon_0(2d)^2]\). This raises \(\chi\) by \(ep/(16\pi\varepsilon_0d^2)\), about 0.33 eV for \(p=4\) debye and \(d=0.3\) nm. The estimates below leave this shift out, although for a polar molecule it can be comparable with \(\Phi-\chi\). If the quadratic interaction energy is \(\lambda q^2\), the total energy is \(-\delta q+(\eta+\lambda)q^2\), and the earlier minimisation applies with

\[
\eta\;\to\;\eta_{\rm eff}=\eta+\lambda. \tag{23}
\]

This requires \(\eta_{\rm eff}>0\). A negative \(\lambda\) makes the molecule softer and increases the transfer in either direction. A positive \(\lambda\) reduces it. As long as \(\chi\) is not shifted as well, the sign of the transfer is unchanged. Below, \(K=e^2/(4\pi\varepsilon_0)=1.44\) eV nm.

**Attraction to the metal.** Treat the molecule as a point charge \(Q=qe\) at height \(d\) above a flat conductor. The field at the surface is that of the charge and an opposite image charge at depth \(d\). It corresponds to the induced surface charge density

\[
\sigma(\rho)=-\frac{Qd}{2\pi(\rho^2+d^2)^{3/2}},
\]

where \(\rho\) is the distance along the surface from the foot of the charge. The potential of this induced charge at the position of the molecule is

\[
\varphi=\frac1{4\pi\varepsilon_0}\int_0^\infty
\frac{\sigma(\rho)\,2\pi\rho\,d\rho}{\sqrt{\rho^2+d^2}}
=-\frac{Qd}{4\pi\varepsilon_0}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^2}
=-\frac{Q}{8\pi\varepsilon_0d}, \tag{24}
\]

because the last integral equals \(1/(2d^2)\). The induced charge grows in proportion to \(Q\), so the energy is \(\tfrac12Q\varphi\). With \(Q=qe\),

\[
\lambda_{\rm image}=-\frac{K}{4d}. \tag{25}
\]

The total induced charge on the plane is \(-Q\). It is the charge of the transferred electrons themselves, drawn to the region below the molecule. For \(d=0.3\) nm,

\[
\lambda_{\rm image}=-\frac{1.44}{4\times0.3}=-1.20\ \text{eV},\qquad
\eta_{\rm eff}=3.30\ \text{eV}.
\]

The donation rises to 0.121, and the energy becomes \(-0.048\) eV. A point charge so close to a metal surface is a crude description, so the correction gives a size and not a refined value.

**Neighbouring molecules.** In a layer, every molecule carries the same charge. At a lateral distance \(r\), a neighbour acts through its own charge and through its image, which lies at distance \(\sqrt{r^2+4d^2}\). The interaction energy of a pair is therefore \(Kq^2[1/r-1/\sqrt{r^2+4d^2}]\). Half of each pair energy belongs to each molecule. Adding the molecule's own image term gives

\[
\lambda_{\rm layer}=\frac K2\sum_{\mathbf r\ne0}
\left[\frac1r-\frac1{\sqrt{r^2+4d^2}}\right]-\frac K{4d}. \tag{26}
\]

For evaluation, sum the lattice up to a large radius \(R_{\rm c}\) and replace the rest by an integral. With \(n\) molecules per unit area, the remainder of the sum is

\[
2\pi n\int_{R_{\rm c}}^\infty\left[1-\frac r{\sqrt{r^2+4d^2}}\right]dr
=2\pi n\left(\sqrt{R_{\rm c}^2+4d^2}-R_{\rm c}\right), \tag{27}
\]

since \(r-\sqrt{r^2+4d^2}\) tends to zero at large \(r\).

A square layer with spacing 0.7 nm and \(d=0.3\) nm has \(\lambda_{\rm layer}=+1.51\) eV. The repulsion between neighbours outweighs the attraction to the metal. The effective hardness is 6.01 eV, the donation falls to 0.067, and the energy is \(-0.027\) eV per molecule. In other terms, donation leaves positive charge outside the metal, which lowers the work function and opposes further donation. The zero hardness of the bare metal does not include this collective effect. Screening by water or by the molecules themselves is left out of (26) and would weaken it. Permanent dipoles also act collectively. For rigid, aligned dipoles the images of all molecules contribute, and \(\chi\) is shifted by \((ep/4\pi\varepsilon_0)\sum_{\mathbf r}2d/(r^2+4d^2)^{3/2}\), where the term \(\mathbf r=0\) is the single-molecule shift found above. For \(p=4\) debye in this layer, without screening, the shift is 1.57 eV, about twice \(\Phi-\chi\). The donation then becomes \(-0.064\) or \(+0.197\), depending on which way the dipoles point. The figure 0.067 therefore applies only to molecules without a perpendicular dipole.

**Solvent.** Treat the charged molecule as a sphere of radius \(a\) in a medium of relative permittivity \(\varepsilon\). The field energy outside the sphere is \(Kq^2/(2a)\) in vacuum and \(Kq^2/(2\varepsilon a)\) in the medium. The difference is

\[
\lambda_{\rm solv}=-\left(1-\frac1\varepsilon\right)\frac K{2a}. \tag{28}
\]

For \(a=0.3\) nm and \(\varepsilon=78\),

\[
\lambda_{\rm solv}=-\left(1-\frac1{78}\right)\frac{1.44}{0.6}=-2.37\ \text{eV},
\qquad \eta_{\rm eff}=2.13\ \text{eV}.
\]

The donation rises to 0.188 and the energy becomes \(-0.075\) eV, both about twice the vacuum values. This assumes that the solvent has fully adjusted to the charge and surrounds the molecule on all sides. Near a metal part of the solvent is missing, and the solvent that remains screens the image attraction. The shifts (25), (26) and (28) must therefore not be added together. A calculation for an adsorbed molecule in water has to treat metal and solvent at the same time.

The spherical model gives equal solvation energies to the cation and the anion, so it leaves \(\chi\) unchanged. A real solvent stabilises the two ions of a molecule by different amounts, which also moves \(\chi\).

### The work function of a wet electrode

A corroding metal is covered by water and has an electrode potential. Its Fermi level relative to vacuum is then set by that potential, and the work function of the clean dry face is no longer the right input. Let \(U\) be the potential on the hydrogen scale. On that scale, zero potential corresponds to a Fermi level roughly 4.4 eV below the vacuum just outside the solution. Raising the potential by \(U\) lowers the energy of an electron in the metal by \(eU\), so taking it out costs more:

\[
\Phi_{\rm wet}\simeq e(U+4.4\ \text{V}). \tag{29}
\]

For \(U=-0.5\) V, taken here as an example, \(\Phi_{\rm wet}=3.9\) eV. With \(\chi\) and \(\eta\) kept at their values for the free molecule,

\[
\Delta N=\frac{3.9-4.0}{2\times4.5}=-0.011,\qquad
\Delta E=-\frac{0.1^2}{4\times4.5}=-0.0006\ \text{eV}.
\]

The sign has reversed: the molecule now accepts a small amount of charge. With these inputs the sign changes at \(U=-0.4\) V, so a slightly less negative potential would restore donation. The energy is far below \(k_{\rm B}T\). This is a warning about the inputs more than a prediction of acceptance. A difference of 0.1 eV lies within the uncertainty of the 4.4 V offset, of the molecular energies and of the potential at the place where the molecule sits. That place is between the metal and the bulk solution, so the molecule need not feel the full potential difference between them.

### Comparison with a real inhibitor

The inputs of the example are round values and do not describe a particular inhibitor. Calculated vertical affinities of a small azole such as imidazole can lie well below the \(-0.5\) eV used here, which by (14) would raise the calculated donation. The distance, the spacing and the cavity radius are likewise illustrative. The negative affinity needs separate attention. It means that the free anion, with its nuclei placed as in the neutral molecule, does not bind the extra electron, and a calculation with a limited set of basis functions may hold the extra electron near the molecule artificially. The resulting \(A\) then depends on the basis. By (14), the donation changes by

\[
\frac{\partial\Delta N}{\partial A}=-\frac{3.7}{9.0^2}=-0.046\ \text{per eV}
\]

near the example's values, so an error of 0.5 eV in \(A\) moves \(\Delta N\) by about a quarter of its value.

The assumption that corrosion practice breaks most directly is that of a clean metal in vacuum. At the electrode potential used above, the donation moves from \(+0.089\) to \(-0.011\). Many corroding surfaces also carry an oxide or hydroxide film. If the molecule sits on such a film, a bare metal of zero hardness is no longer its direct partner. The film's levels, its thickness and its charge then enter, and the present formula does not contain them.

### Conditions for using the result

The formula can compare the tendency of related molecules to donate charge to one metal under the following conditions.

- All values of \(I\) and \(A\) come from the same method, and they refer to the same environment as \(\Phi\).
- The same face or the same electrode potential is used for every molecule.
- Each molecule has \(I>A\), and \(A<\Phi<I\).
- The values of \(\Phi-\chi\) differ by more than the errors of the inputs, and their fractional difference is more than three times the fractional difference in hardness.
- Coupling to the metal, adsorption height, coverage and the dipole moment perpendicular to the surface are similar across the set.

The condition on the hardness is needed because the two models depend on it differently. At fixed \(\delta\), the donation in (15) falls as \(1/\eta\), whereas (22) falls as \(1/\eta^3\) when \(|\delta|\) is much smaller than \(\eta\). The power 3 belongs to a single metal state at the Fermi level; for a wide, flat band the same weak-coupling argument gives \(1/\eta^2\), and bands of finite width lie in between. Molecules of different hardness can therefore be ranked in opposite orders. Compared with the example, a molecule with \(\eta=4.9\) eV and \(\delta=0.95\) eV donates 9% more according to (15) but 7% less according to (22).

Even when all the conditions are met, the result ranks only a charge-transfer tendency. A larger \(|\Delta E|\) can come from stronger acceptance as well as from stronger donation, so the sign of \(\Delta N\) should be reported with it. Neither quantity gives the protection that a molecule provides. That depends also on how strongly it adsorbs in competition with water and ions, on how much of the surface it covers, and on which corrosion reaction it slows.

If \(\Phi\) falls outside the range from \(A\) to \(I\), the separate bodies already favour the transfer of a whole electron, and the charged molecule should be treated as a new starting state. If an electrostatic correction makes \(\eta_{\rm eff}\) zero or negative, the quadratic energy has no minimum and (15) must not be evaluated. For the image term alone, this happens when \(d\le K/(4\eta)\), a distance of 0.08 nm in the example. The range \(|\Delta N|<\tfrac12\) is left earlier, when \(\eta_{\rm eff}\le|\delta|\), because a whole electron is then transferred at no cost; for the image term this is \(d\le K/[4(\eta-|\delta|)]\), or 0.097 nm. The point-charge description has lost its meaning well before that. The numerical output below lists the inputs and the separate cases.

## Numbers as computed

```
Ionisation energy I = 8.50 eV
Electron affinity A = -0.50 eV
Work function Phi = 4.80 eV
Electronegativity chi = 4.00 eV
Hardness eta = 4.50 eV
Driving difference Phi - chi = 0.80 eV
Electrons donated dN = 0.0889
Stabilisation dE = -0.0356 eV
Stabilisation dE = -3.43 kJ/mol
Numerical minimum: q = 0.0889, E = -0.0356 eV
Molecule energy change = 0.3911 eV
Metal energy change = -0.4267 eV
Molecular slope at minimum = 4.8000 eV
Sensitivity d(dN)/d(Phi) = 0.1111 per eV
Sphere R = 5 nm: eta_M = 0.14400 eV, dN = 0.08613
Sphere R = 50 nm: eta_M = 0.01440 eV, dN = 0.08861
Sphere R = 500 nm: eta_M = 0.00144 eV, dN = 0.08886
Chain hopping = 1.00 eV, filling = 0.25
Chain of 200 sites: chi_M = 4.79442 eV, eta_M = 0.01109 eV
Chain of 2000 sites: chi_M = 4.79944 eV, eta_M = 0.00111 eV
Temperature = 298.15 K, kT = 0.0257 eV
Cost of donating one electron I - Phi = 3.70 eV
Cost of accepting one electron Phi - A = 5.30 eV
Uncoupled molecule: mean donation = 2.9e-63
Three-state coupling t = 1.00 eV
Three-state energy = -0.4177 eV, donation = 0.0261
Three-state energy at Phi = chi: -0.4075 eV
Charge height d = 0.30 nm
Layer spacing = 0.70 nm
Cavity radius = 0.30 nm, permittivity = 78
Hardness shift, image = -1.200 eV
Hardness shift, layer with images = 1.507 eV
Hardness shift, solvation = -2.369 eV
Electrode potential = -0.50 V (hydrogen scale)
Absolute offset = 4.40 V
Effective wet work function = 3.90 eV
Face shift of Phi = 0.30 eV
image attraction: hardness = 3.300 eV, dN = 0.1212, dE = -0.0485 eV
full layer: hardness = 6.007 eV, dN = 0.0666, dE = -0.0266 eV
solvation: hardness = 2.131 eV, dN = 0.1877, dE = -0.0751 eV
wet electrode: hardness = 4.500 eV, dN = -0.0111, dE = -0.0006 eV
lower-Phi face: hardness = 4.500 eV, dN = 0.0556, dE = -0.0139 eV
higher-Phi face: hardness = 4.500 eV, dN = 0.1222, dE = -0.0672 eV
```
